\section*{Direct and indirect relativistic effects on gold's 6s and 5d orbitals, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Result}

Take the neutral gold atom, $Z=79$, in the configuration $[\mathrm{Xe}]\,4f^{14}5d^{10}6s^{1}$, and solve the same self-consistent-field model twice: with the physical speed of light $c_0=137.036$ (Hartree atomic units) and in the limit $c\to\infty$. The mean radius of the $6s$ orbital falls from $3.418$ to $2.896$ bohr ($1.809$ to $1.533$~\AA, $-15.3\%$), and the occupation-weighted mean radius of the $5d$ shell rises from $1.591$ to $1.637$ bohr ($0.842$ to $0.866$~\AA, $+2.9\%$). Each change is the sum of a direct part, obtained by changing the wave equation at fixed potential, and an indirect part, obtained by changing the potential at fixed wave equation. For an orbital energy both can be written as exact integrals:
\begin{align}
\Delta\varepsilon_{\rm dir} &= -\int_0^{\lambda_0}\frac{d\lambda}{\lambda}\int_0^\infty(\varepsilon-V)\,Q^2\,dr ,\qquad \lambda=c^{-2},\label{eq:res1}\\
\Delta\varepsilon_{\rm ind} &= \int_0^\infty \frac{\Delta N(s)\,\bar N_{\rm orb}(s)}{s^2}\,ds+\langle\Delta v_x\rangle .\label{eq:res2}
\end{align}
Here $\varepsilon$ and $Q$ are the orbital energy and the small radial component at each intermediate $\lambda$, $\Delta N(s)$ is the relativistic change in the number of electrons inside radius $s$, $\bar N_{\rm orb}(s)$ is the probability of the orbital inside $s$, averaged over the change of potential, and $\Delta v_x$ is the change of the exchange potential.

The direct term lowers and contracts all three valence orbitals, $6s$, $5d_{3/2}$ and $5d_{5/2}$. For $6s$ it dominates: $-2.43$ eV direct against $+0.85$ eV indirect, and most of that indirect part is the Hartree repulsion of the $6s$ electron with its own charge, a self-interaction of the model. For the $5d$ shell the indirect term wins: $-1.99$ eV direct against $+3.11$ eV indirect on the average. The phrase ``$5d$ expansion'' needs a qualification. It holds for $5d_{5/2}$ ($+5.2\%$) and for the shell average, but $5d_{3/2}$ contracts slightly ($-0.6\%$). The division into direct and indirect parts is unique only at order $c^{-2}$; at $c_0$ it depends on the order of the two changes by a cross term that alters none of these signs.

\section{Model and radial equations}

The nucleus is a point charge. The density is spherical and spin-unpolarized, so the single $6s$ electron is spread over both spin states. Every electron moves in one local potential
\begin{equation}
V(r)=-\frac{Z}{r}+V_H(r)+v_x(r),\qquad v_x=-\left(\frac{3n}{\pi}\right)^{1/3},\qquad n=\frac{\rho}{4\pi r^2},
\end{equation}
where $\rho(r)$ is the radial density, $\int\rho\,dr=79$, $V_H$ is its electrostatic potential and $v_x$ is the derivative of the local exchange energy $E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. There is no correlation, no Breit interaction and no relativistic correction to $E_x$. With these choices $c$ enters only through the one-electron wave equation, which is what makes the separation clean. The eigenvalues are orbital energies of this model and are not ionization energies.

With the rest energy $c^2$ subtracted, the Dirac equation for upper and lower two-spinors $\phi,\chi$ is
\begin{equation}
V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=\varepsilon\phi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .
\end{equation}
Write $\phi=(P/r)\,\Omega_{\kappa m}$ and $\chi=i(Q/r)\,\Omega_{-\kappa m}$, where $\Omega_{\kappa m}$ couples $l$ and spin to $j$, with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. From $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which equals $l$ or $-(l+1)$ in the two cases, one has $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, is odd under parity, is Hermitian and has square one, so it maps $\Omega_\kappa$ onto $\Omega_{-\kappa}$ up to a phase; the usual phase choice is $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. The Pauli product rule gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r$, and multiplying by $\sigma_r$ from the left gives $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. Then
\begin{equation}
\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{P}{r}\Omega_\kappa=-i\sigma_r\left[\frac{P'}{r}-\frac{P}{r^2}+\frac{(\kappa+1)P}{r^2}\right]\Omega_\kappa=\frac{i}{r}\left(P'+\frac{\kappa P}{r}\right)\Omega_{-\kappa}.
\end{equation}
The same formula with $\kappa\to-\kappa$, applied to $\chi$, gives $i\cdot i\,(Q'-\kappa Q/r)\,\Omega_\kappa/r$. With
\begin{equation}
D=\frac{d}{dr}+\frac{\kappa}{r},\qquad D^\dagger=-\frac{d}{dr}+\frac{\kappa}{r},
\end{equation}
the radial equations are
\begin{align}
c\,D^\dagger Q+VP&=\varepsilon P,\label{eq:up}\\
c\,DP+(V-2c^2)Q&=\varepsilon Q,\label{eq:low}
\end{align}
with $\int(P^2+Q^2)\,dr=1$. The values of $\kappa$ are $-1$ for $s_{1/2}$, $+2$ for $d_{3/2}$ and $-3$ for $d_{5/2}$.

For large $c$, Eq.~\eqref{eq:low} gives $Q=cDP/(2c^2+\varepsilon-V)\to DP/2c$, and Eq.~\eqref{eq:up} becomes $\tfrac12D^\dagger DP+VP=\varepsilon P$. Carrying out the product,
\begin{equation}
D^\dagger DP=-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}=-P''+\frac{\kappa(\kappa+1)}{r^2}P ,
\end{equation}
and $\kappa(\kappa+1)=l(l+1)$ for both $\kappa=l$ and $\kappa=-(l+1)$. The large-$c$ limit is the radial Schr\"odinger equation, the same for both $j$. It is labelled S below, and the Dirac equation at $c_0$ is labelled D.

\section{The region near the nucleus}

Close to the nucleus $V\to-Z/r$. Put $a=Z/c$, $P=p\,r^\gamma$, $Q=q\,r^\gamma$ and keep the terms in $r^{\gamma-1}$. Equation~\eqref{eq:up} gives $c(\kappa-\gamma)q=Zp$ and Eq.~\eqref{eq:low} gives $c(\kappa+\gamma)p=Zq$. Their product is $c^2(\kappa^2-\gamma^2)=Z^2$, so the regular solution has
\begin{equation}
\gamma=\sqrt{\kappa^2-a^2}.
\end{equation}
For gold $a=0.57649$, and $\gamma=0.8171,\ 1.9151,\ 2.9441$ for $|\kappa|=1,2,3$.

\subsection{The 1s orbital and the heavy-electron argument}

For a bare nucleus and $\kappa=-1$, try $P=p\,r^\gamma e^{-Zr}$, $Q=q\,r^\gamma e^{-Zr}$. The $1/r$ terms reproduce the two conditions above, so $q/p=c(\gamma-1)/Z$. The constant terms of Eq.~\eqref{eq:up} give $cZq=\varepsilon p$, that is $\varepsilon=c^2(\gamma-1)$. The constant terms of Eq.~\eqref{eq:low} require $-cZp=(\varepsilon+2c^2)q$, and indeed $c^2(\gamma+1)\,c(\gamma-1)/Z=c^3(-a^2)/Z=-cZ$. The density is proportional to $r^{2\gamma}e^{-2Zr}$, so with $\int r^{m}e^{-2Zr}dr=\Gamma(m+1)/(2Z)^{m+1}$,
\begin{equation}
\langle r\rangle_{1s}=\frac{2\gamma+1}{2Z},\qquad\frac{\langle r\rangle_D}{\langle r\rangle_S}=\frac{2\gamma+1}{3}=0.8781 .
\end{equation}
The radii are $0.016672$ and $0.018987$ bohr. A simple argument assigns the $1s$ electron a speed $Z$, a mass larger by $1/\sqrt{1-a^2}=1/\gamma$ and a Bohr radius smaller by $\gamma=0.8171$. That factor is exact for the position of the density maximum, $\gamma/Z$. The argument says nothing about $6s$, which has almost all its probability at radii of a few bohr, where kinetic energies are minute beside $2c_0^2=37557.7$ Ha, and which nevertheless contracts by a larger fraction than $1s$.

\subsection{The phase advance}

A valence orbital has $|\varepsilon|\ll Z/r$ near the nucleus, so there it obeys the bare-Coulomb equations with $\varepsilon=0$. Multiply Eqs.~\eqref{eq:low} and \eqref{eq:up} by $r/c$ and write $\theta=r\,d/dr$:
\begin{equation}
(\theta+\kappa)P=(2cr+a)Q,\qquad(\theta-\kappa)Q=-aP .
\end{equation}
Apply $\theta+\kappa$ to the second equation and use the first: $(\theta^2-\kappa^2)Q=-a(2cr+a)Q$. Since $ac=Z$,
\begin{equation}
\theta^2Q+(2Zr-\gamma^2)Q=0 .
\end{equation}
With $u=\sqrt{8Zr}$ one has $\theta=\tfrac12u\,d/du$, and multiplying by four gives Bessel's equation $u\,\tfrac{d}{du}\big(u\,\tfrac{dQ}{du}\big)+(u^2-4\gamma^2)Q=0$. The regular solution is $Q\propto J_{2\gamma}(u)$, with $P\propto-\tfrac12uJ'_{2\gamma}+\kappa J_{2\gamma}$. For large $u$, $J_{2\gamma}\propto u^{-1/2}\cos(u-\gamma\pi-\pi/4)$, so the leading part of $P$ oscillates as $\sin(u-\gamma\pi-\pi/4)$. The speed of light appears only in $\gamma$, and $\gamma\to|\kappa|$ as $c\to\infty$. Relativity therefore advances the phase of the radial function by
\begin{equation}
\pi\delta_\kappa,\qquad\delta_\kappa=|\kappa|-\gamma=0.1829,\ 0.0849,\ 0.0559\quad(|\kappa|=1,2,3),
\label{eq:delta}
\end{equation}
and every node moves inward. The phase is acquired mostly at small $r$ and carried outward almost unchanged. In a semiclassical description the bound state satisfies $\Phi(\varepsilon)+\pi\delta=\text{const}$, with $\Phi=\int k\,dr$, $k^2/2=\varepsilon-V_{\rm eff}$ and $d\Phi/d\varepsilon=\int dr/k\equiv\tau$, the classical time from the inner to the outer turning point. Hence $\Delta\varepsilon\approx-\pi\delta/\tau$. The level falls, and for a given $\delta$ it falls further for a compact orbit with small $\tau$. The values in Eq.~\eqref{eq:delta} assume an unscreened nucleus. Screening makes the actual phases smaller: moderately for $6s$, which collects most of its phase within the $K$ and $L$ shells, and by a factor of two or more for the $5d$ orbitals, which collect it further out where the charge is partly screened. With the unscreened values, $-\pi\delta/\tau$ therefore gives only the sign and the order of magnitude of the shift.

\section{Definition of the split}

Let $V_S$ and $V_D$ be the self-consistent potentials of the two calculations. Any orbital property $X$ (energy or mean radius) can be evaluated for each choice of equation and potential:
\begin{equation}
A=X[S,V_S],\quad B=X[D,V_S],\quad C=X[S,V_D],\quad E=X[D,V_D].
\end{equation}
Only $A$ and $E$ are self-consistent. The total change $E-A$ is written as
\begin{equation}
E-A=\underbrace{(B-A)}_{\rm direct}+\underbrace{(E-B)}_{\rm indirect}=(C-A)+(E-C).
\end{equation}
The first order of steps defines ``direct'' and ``indirect'' in these notes. The second order is equally legitimate, and the two differ by the cross term $\chi=E-B-C+A$: the other direct term is $E-C=(B-A)+\chi$ and the other indirect term is $C-A=(E-B)-\chi$. For the Dirac orbitals $\langle r\rangle=\int r(P^2+Q^2)\,dr$. The $5d$ average uses the occupations, $0.4\,X(5d_{3/2})+0.6\,X(5d_{5/2})$.

\section{The direct term}

\subsection{Exact form}

Hold $V$ fixed and write Eqs.~\eqref{eq:up}, \eqref{eq:low} as $H(c)\psi=\varepsilon\psi$ with $\psi=(P,Q)$. Integration by parts gives $\int P\,D^\dagger Q\,dr=\int Q\,DP\,dr-[PQ]_0^\infty$, and the boundary term vanishes because $PQ\sim r^{2\gamma}$ at the origin. The terms that involve $\partial_c\psi$ behave as $r^{2\gamma}\ln r$ and vanish too. So $H$ is Hermitian on these functions and the Hellmann--Feynman theorem $d\varepsilon/dc=\langle\psi|\partial_cH|\psi\rangle$ holds:
\begin{equation}
\frac{d\varepsilon}{dc}=\int\left(P\,D^\dagger Q+Q\,DP-4cQ^2\right)dr=2\int Q\,DP\,dr-4c\int Q^2dr .
\end{equation}
Multiply by $c$ and replace $c\,DP$ by $(\varepsilon-V+2c^2)Q$ from Eq.~\eqref{eq:low}:
\begin{equation}
c\frac{d\varepsilon}{dc}=2\int(\varepsilon-V+2c^2)Q^2dr-4c^2\int Q^2dr=2\int(\varepsilon-V)Q^2dr .
\end{equation}
With $c=\lambda^{-1/2}$, $dc/d\lambda=-\tfrac12c^3$, so
\begin{equation}
\frac{d\varepsilon}{d\lambda}=-\frac{c^2}{2}\,c\frac{d\varepsilon}{dc}=-c^2\int_0^\infty(\varepsilon-V)\,Q^2\,dr .
\label{eq:dl}
\end{equation}
Integration from $\lambda=0$ to $\lambda_0=c_0^{-2}$, with $\varepsilon$ and $Q$ taken at each intermediate $\lambda$ in the potential $V_S$, gives $B-A$ and Eq.~\eqref{eq:res1}. The integrand is finite at $\lambda=0$ because $c^2Q^2\to(DP)^2/4$, and the radial integral converges at the origin, where it behaves as $r^{2\gamma-1}$.

The sign can be read off. The factor $\varepsilon-V$ contains the potential without the centrifugal term, so it is positive from the origin out to the radius where $V=\varepsilon$, inside the centrifugal barrier as well. Only the outer tail contributes with the opposite sign, and there $\varepsilon-V$ and $Q^2$ are both small. For the three gold orbitals the positive part is at most $1.2\times10^{-7}$ Ha. The direct term lowers $d$ levels just as it lowers $s$ levels.

\subsection{First order and the Pauli terms}

At $\lambda\to0$, Eq.~\eqref{eq:dl} gives, with $W=\varepsilon-V$ and Schr\"odinger quantities on the right,
\begin{equation}
\Delta\varepsilon^{(1)}=-\frac{1}{4c^2}\int W\,(DP)^2dr .
\label{eq:first}
\end{equation}
For the bare $1s$ orbital $P\propto re^{-Zr}$, $DP=P'-P/r=-ZP$, $\langle W\rangle=-Z^2/2+Z^2$, and $\Delta\varepsilon^{(1)}=-Z^4/8c^2$. This agrees with the expansion $c^2(\gamma-1)=-Z^2/2-Z^4/8c^2-\dots$ of the exact level.

Equation~\eqref{eq:first} contains the three Pauli corrections. Move one $D$ across by parts (the boundary term $WP\,DP$ vanishes at the origin), and use $D^\dagger(W\,DP)=W D^\dagger DP-W'DP$, $D^\dagger DP=2WP$ and $W'=-V'$:
\begin{equation}
\int W(DP)^2dr=2\int W^2P^2dr+\int V'\left[PP'-\frac{P^2}{r}\right]dr+(\kappa+1)\int\frac{V'}{r}P^2dr ,
\end{equation}
where $\kappa P^2/r$ was split as $-P^2/r+(\kappa+1)P^2/r$. In the first term, $p^2\phi=2W\phi$ gives $\langle p^4\rangle=4\langle W^2\rangle$. In the second, with $R=P/r$, the bracket equals $\tfrac12r^2(R^2)'$, and integration by parts gives $-\tfrac12ZR(0)^2-\tfrac12\int(r^2V')'R^2dr$, because $r^2V'\to Z$ at the origin. This is $-\tfrac12\langle\nabla^2V\rangle$, the first piece being the contribution of $\nabla^2(-Z/r)=4\pi Z\delta^3(\mathbf r)$. Therefore
\begin{equation}
\Delta\varepsilon^{(1)}=-\frac{\langle p^4\rangle}{8c^2}+\frac{\langle\nabla^2V\rangle}{8c^2}-\frac{\kappa+1}{4c^2}\left\langle\frac{V'}{r}\right\rangle ,
\label{eq:pauli}
\end{equation}
the mass-velocity, Darwin and spin-orbit terms. The spin-orbit factor $\kappa+1$ is $0$ for $s_{1/2}$, $+3$ for $d_{3/2}$ and $-2$ for $d_{5/2}$. Since $V'>0$, it deepens $d_{3/2}$ and raises $d_{5/2}$, and it drops out of the occupation average because $4\cdot3+6\cdot(-2)=0$. At first order the $4{:}6$ average is thus the scalar-relativistic direct shift.

The form of Eq.~\eqref{eq:first} also shows where the shift arises. For $d_{3/2}$, $P\sim r^3$ gives $DP\sim5r^2$. For $d_{5/2}$ the leading terms of $P'$ and $-3P/r$ cancel and $DP\sim r^3$. For $s_{1/2}$, $DP\sim r$. The weight $W\approx Z/r$ therefore acts closest to the nucleus for $s_{1/2}$, further out for $d_{3/2}$ and furthest out for $d_{5/2}$.

The direct energy term is now an exact integral at fixed potential; it lowers the $6s$, $5d_{3/2}$ and $5d_{5/2}$ levels of gold and at first order contains the three Pauli corrections. It remains to show how a lower level changes the orbital's size, to derive the indirect term, and to weigh the two for gold.
